\section*{How thermal spin disorder lowers tunnel magnetoresistance in a lattice junction}

\section{The model and the two routes}

\textbf{Q:} The magnetoresistance of my tunnel junctions falls on heating. I am told that the local spin axes tilt and mix the spin channels. Is that the cause?

\textbf{A:} It is one of two routes by which tilted moments can lower the magnetoresistance. Take a simple cubic lattice with spacing $a$, one orbital per site and hopping $-t$. An electrode site $i$ has the local energy
\begin{equation}
\varepsilon_0-h\,\mathbf n_i\cdot\boldsymbol\sigma ,\qquad h=\Delta/2 ,
\end{equation}
where $\mathbf n_i$ is the unit vector of the local moment and $\Delta$ the exchange splitting. Let $z$ be the magnetization axis and $m=\langle n_z\rangle$. A tilt lowers the mean field along $z$ from $h$ to $hm$, which, taken by itself, shifts the bands without flipping a spin. I call this the axial route. The tilt also creates $n_x\sigma_x+n_y\sigma_y$, which couples the global channels $\uparrow$ (majority) and $\downarrow$ (minority). That is mixing. Their shares have to be calculated.

I treat the moments as classical and frozen while an electron crosses, the two electrodes as statistically independent, and the tunnelling as coherent at zero bias. Energies are in eV from the Fermi level.

\section{Conductance of a disordered junction}

\textbf{Q:} How do you get a conductance when every site has its own axis?

\textbf{A:} Eliminate the barrier first. It has $n$ layers, no exchange, and conserves the in-plane wave vector $\mathbf k$ (in units of $1/a$). With $\varepsilon_\parallel=-2t(\cos k_x+\cos k_y)$ and its band bottom at $U$, define the decay constant $\kappa$ per layer by $2t\cosh\kappa=6t+U+\varepsilon_\parallel$. Then $E-H$ of the isolated barrier is $-t$ times a tridiagonal matrix with $2\cosh\kappa$ on the diagonal and $-1$ beside it. Its determinant is $D_n=\sinh[(n+1)\kappa]/\sinh\kappa$, because $D_n=2\cosh\kappa\,D_{n-1}-D_{n-2}$ with $D_0=1$ and $D_1=2\cosh\kappa$. The end elements of the inverse are $D_{n-1}/D_n$ and $1/D_n$. Two contacts $-t$ give a factor $t^2$, so each electrode surface acquires a real energy $C_{\mathbf k}$, and the surfaces are joined by an amplitude $V_{\mathbf k}$:
\begin{equation}
C_{\mathbf k}=-t\,\frac{\sinh n\kappa}{\sinh (n+1)\kappa},\qquad
V_{\mathbf k}=-t\,\frac{\sinh\kappa}{\sinh (n+1)\kappa}.
\end{equation}

The Landauer formula is $G=(e^2/h_{\rm P})\,\mathrm{Tr}[\Gamma_L\mathcal G\,\Gamma_R\mathcal G^\dagger]$, with $h_{\rm P}$ Planck's constant, $\mathcal G$ the Green function from end to end, and $\Gamma=i(\Sigma_{\rm lead}-\Sigma_{\rm lead}^\dagger)$. To first order in $V$, $\mathcal G=g_LVg_R$, where $g_L,g_R$ belong to the separate capped electrodes. For one electrode, $g^{-1}=E-H-\Sigma_{\rm lead}$, hence
\begin{equation}
A\equiv i(g-g^\dagger)=g\,i\big[(g^\dagger)^{-1}-g^{-1}\big]g^\dagger=g\Gamma g^\dagger .
\end{equation}
Putting $g^\dagger$ on the left instead gives $A=g^\dagger\Gamma g$. Using one form on each side, and cycling the trace,
\begin{equation}
G=\frac{e^2}{h_{\rm P}}\,\mathrm{Tr}\big[A_LVA_RV^\dagger\big],
\label{trace}
\end{equation}
where $A_L$ and $A_R$ are now the surface blocks, matrices in site and spin. I tested this against the full Landauer matrix for four strongly disordered junctions ($m=0.7$, three disordered layers per side, four barrier layers). The largest relative difference was $1.1\times10^{-5}$.

\textbf{Q:} And the thermal average?

\textbf{A:} Equation (\ref{trace}) is linear in each $A$, and the electrodes are independent, so each $A$ may be averaged by itself. The ensemble is invariant under in-plane translations, so $\langle A\rangle$ is diagonal in $\mathbf k$. It is also invariant under rotations of the moments about $z$. Such a rotation multiplies an $\uparrow\downarrow$ element by a phase, so that element must vanish. What remains are two numbers, $a_{\mathbf k\uparrow}$ and $a_{\mathbf k\downarrow}$. Reversing one electrode exchanges them there. For equal electrodes, with $c=a_\uparrow+a_\downarrow$ and $d=a_\uparrow-a_\downarrow$,
\begin{align}
G_P&\propto\sum_{\mathbf k}|V|^2(a_\uparrow^2+a_\downarrow^2)=\tfrac12\sum_{\mathbf k}|V|^2(c^2+d^2),\\
G_{AP}&\propto\sum_{\mathbf k}|V|^2\,2a_\uparrow a_\downarrow=\tfrac12\sum_{\mathbf k}|V|^2(c^2-d^2).
\end{align}
Defining $\Pi^2=\sum|V|^2d^2/\sum|V|^2c^2$ gives
\begin{equation}
r\equiv\frac{G_{AP}}{G_P}=\frac{1-\Pi^2}{1+\Pi^2},\qquad
\mathrm{TMR}=\frac1r-1=\frac{2\Pi^2}{1-\Pi^2}.
\label{tmr}
\end{equation}

\section{Two limits of spin correlation}

\textbf{Q:} Can I just multiply the polarization by $m$?

\textbf{A:} You can if all moments of an electrode tilt together. The surface matrix is then $\frac12(c+d\,\mathbf n\cdot\boldsymbol\sigma)$, and its average is $\frac12(c+md\,\sigma_z)$. So $d\to md$ and $\Pi\to m\Pi$. This is the rigid limit.

In the opposite limit each site tilts independently, with weight $e^{\xi n_z}$. From $Z=\int_{-1}^1e^{\xi z}dz=2\sinh\xi/\xi$ follows $m=d\ln Z/d\xi=\coth\xi-1/\xi$. Integrating by parts, with $1-z^2$ vanishing at both ends,
\begin{equation}
\langle n_\perp^2\rangle=\frac1Z\int_{-1}^1(1-z^2)e^{\xi z}dz=\frac{2}{\xi Z}\int_{-1}^1z\,e^{\xi z}dz=\frac{2m}{\xi}.
\end{equation}
For small tilts $1/\xi\simeq1-m$, so $\langle n_\perp^2\rangle\simeq2(1-m)$.

The departure from perfect order on a site is $W=-h(n_z-1)\sigma_z-h(n_x\sigma_x+n_y\sigma_y)$. Its mean is $h(1-m)\sigma_z$. At second order, $\langle WGW\rangle$ joins a site only to itself, since transverse components on different sites are uncorrelated. Both $\sigma_xG\sigma_x$ and $\sigma_yG\sigma_y$ exchange the two diagonal spin elements, and $\langle n_xn_y\rangle=0$. The variance of $n_z$ is of order $(1-m)^2$ and is dropped. To leading order in $1-m$, layer $l$ has the self-energy
\begin{equation}
\Sigma_\sigma(l)=\sigma h(1-m)+h^2\langle n_\perp^2\rangle\,G_{-\sigma}(l,l),\qquad \sigma=\pm1 ,
\label{sigma}
\end{equation}
where $G(l,l)$ is the on-site element, that is, the mean over $\mathbf k$. The first term is the axial route and the second is mixing. The surface functions follow from
\begin{equation}
g_l=\big[E-\varepsilon_0+\sigma h-\varepsilon_\parallel-\Sigma_\sigma(l)-C_{\mathbf k}\delta_{l1}-t^2g_{l+1}\big]^{-1},\quad
a_{\mathbf k\sigma}=-2\,\mathrm{Im}\,g_1 .
\end{equation}
I use the corrected $G$ in (\ref{sigma}), which alters only terms beyond leading order.

\section{Numbers for an open minority band}

\textbf{Q:} Put in numbers for room temperature.

\textbf{A:} I choose round values: $a=0.25$ nm, $t=1$ eV, $\Delta=2$ eV, four barrier layers and $U=3$ eV. For $m$ I use quantum spin waves of energy $Dq^2$, each lowering the total spin by one. Expanding the Bose function in powers of $e^{-Dq^2/k_BT}$ gives Gaussian integrals:
\begin{equation}
1-m=\frac{a^3}{S}\sum_{j\ge1}\int\!\frac{d^3q}{(2\pi)^3}\,e^{-jDq^2/k_BT}
=\frac{a^3}{S}\,\zeta(\tfrac32)\Big(\frac{k_BT}{4\pi D}\Big)^{3/2}.
\end{equation}
With $D=3$ meV\,nm$^2$, $S=1$ and $k_BT=25.85$ meV, the bracket is $0.686$ nm$^{-2}$, and $1-m=0.0156\times2.612\times0.568=0.0232$. Hence $m=0.977$, $\xi=43$ and $\langle n_\perp^2\rangle=0.045$.

Let the minority band start 0.2 eV below the Fermi level. The cold junction has $r=0.220$, a TMR of 356\,\%. Independent tilts at 300 K give $r=0.274$ and 265\,\%, so about a quarter of the TMR is lost. At 400 K it is 230\,\%. The last digit depends on the $\mathbf k$ mesh and the numerical broadening: refining them lowers the cold $r$ by about $0.001$ and moves the cold and 300 K TMR values by about one percentage point.

\textbf{Q:} How much of that is mixing?

\textbf{A:} Keep one term of (\ref{sigma}) at a time, at 300 K. The axial term alone raises $r$ by $0.032$, and mixing alone by $0.024$. Together they give $0.055$, so the parts nearly add, and the mixing term accounts for somewhat less than half. Most of that term's effect, about $0.017$, comes from its real part, which is a further shift of the bands; its imaginary part, the spin-flip leakage, gives about $0.007$. For independent tilts in this junction your explanation is therefore incomplete.

For comparison, the rigid limit starts from $\Pi^2=(1-0.2195)/(1+0.2195)=0.640$. Multiplying by $m^2=0.954$ gives $0.6106$, so $r=0.3894/1.6106=0.242$ and the TMR is 314\,\%. At the same $m$, independent tilts cost more here than rigid ones. The split into two routes does not carry over to this limit. A common tilt only rotates the spin axis, so the bands do not move: the real part of the transverse term cancels the axial shift, and the whole loss comes from the rotated channels. The axial share found above therefore belongs to independent tilts.

\section{When mixing is the whole cause}

\textbf{Q:} My electrodes are iron-like with a magnesia barrier. The minority band of the favoured symmetry is said to be closed.

\textbf{A:} Then let the minority band start 0.5 eV above the Fermi level, with all else unchanged. In the cold state $g_{\mathbf k\downarrow}$ is real, so $a_\downarrow=0$ and the model TMR is infinite. The finite cold value in the numerical output comes from a numerical broadening of 0.1 meV, which leaves $r=0.00005$. The axial term is real and, at these tilts, too small to open the band. Leakage must come from the imaginary part of the mixing term. To first order,
\begin{equation}
a_{\mathbf k\downarrow}\simeq h^2\langle n_\perp^2\rangle\sum_l G_{\mathbf k\downarrow}(1,l)^2\,\bar A_\uparrow(l),
\label{leak}
\end{equation}
where $\bar A_\uparrow(l)=-2\,\mathrm{Im}\,G_\uparrow(l,l)$ is the majority spectral function averaged over $\mathbf k$. At 300 K the result is $r=0.0027$. With the axial term alone $r$ stays at $0.00005$. Here mixing is the whole cause.

\textbf{Q:} What does the rigid limit give?

\textbf{A:} With $\Pi=m$, $r=(1-m^2)/(1+m^2)=0.0235$, almost nine times as much, at the same magnetization. To see why, repeat (\ref{leak}) with one common small tilt. The sum now runs over pairs of layers at the same $\mathbf k$:
\begin{equation}
a_{\mathbf k\downarrow}\simeq h^2\langle n_\perp^2\rangle\,\big[G_\downarrow A_\uparrow G_\downarrow\big]_{11}.
\end{equation}
The matrix $A_\uparrow$ is built from majority states at the Fermi energy, and the minority Hamiltonian differs from the majority one by the constant $2h$. Acting on those states, $G_\downarrow=(E-H_\downarrow)^{-1}=-1/(2h)$. Therefore
\begin{equation}
a_{\mathbf k\downarrow}\simeq\tfrac14\langle n_\perp^2\rangle\,a_{\mathbf k\uparrow}\simeq\tfrac12(1-m)\,a_{\mathbf k\uparrow},\qquad r\simeq\frac{2a_\downarrow}{a_\uparrow}\simeq1-m .
\end{equation}
The splitting has dropped out, and the leaked weight stays at the $\mathbf k$ it came from. Independent tilts replace $A_{\mathbf k\uparrow}$ by its average over the whole $\mathbf k$ plane. The majority band is only 1.5 eV deep, so it is open for $k^2\lesssim1.5$, roughly one eighth of the plane, while the barrier favours small $k$. The average is therefore much smaller than the value where transmission is large. Losing the terms between different layers lowers the leakage further.

\section{Direct averaging over noncollinear electrodes}

\textbf{Q:} Equation (\ref{sigma}) is an expansion. Did you average real spin configurations?

\textbf{A:} Yes. I grew electrodes layer by layer from random noncollinear moments, with a periodic cell of $4\times4$ sites and ten sets of boundary phases. Each step is $g_{\rm new}=(E-H_{\rm layer}-t^2g)^{-1}$, with no self-energy approximation. The capped surfaces were averaged and inserted in (\ref{trace}). The table gives $r$ at 300 K with one standard error; the self-energy results use the same $\mathbf k$ points.
\begin{center}
\begin{tabular}{lcc}
 & open & filter \\
cold & 0.221 & 0.00005 \\
self-energy, independent & 0.264 & 0.00236 \\
direct, independent & $0.260\pm0.003$ & $0.00230\pm0.00002$ \\
direct, $n_z$ only & $0.2424\pm0.0001$ & 0.00005 \\
direct, $2\times2\times2$ blocks & $0.277\pm0.003$ & $0.0094\pm0.0003$ \\
direct, slabs & $0.241\pm0.006$ & $0.0248\pm0.0008$
\end{tabular}
\end{center}
The row ``$n_z$ only'' removes the transverse components, so no spin can flip. In the filter the effect disappears, which confirms the role of mixing without using (\ref{sigma}). In the open junction about half of the rise remains.

The coarse cell has a cost. On a dense $\mathbf k$ grid the self-energy gives $0.274$ and $0.0027$ instead of $0.264$ and $0.0024$. The table therefore tests the theory and shows trends, while the dense-grid values are the better ones for independent tilts.

\textbf{Q:} Which correlation should I believe?

\textbf{A:} Moments within a block, or within a slab four layers thick that fills the cell, tilt together. The surface may cut through a block or slab, and the results average over the position of the cut. In the filter, both kinds of correlation raise the leakage well above that of independent tilts, and slabs bring it close to the rigid value $0.0235$. In the open junction blocks give the largest $r$ in the table, but the excess over independent tilts is small and the errors come from only four replicas, so I would not rely on that order. Nor should the two limits be taken as bounds.

The spin wave with $Dq^2=k_BT$ has a wavelength of 2.1 nm, more than eight spacings, so neighbouring moments tilt largely together. For the filter I would therefore expect a value nearer the rigid one. That is a judgement, since I have not sampled the true spin-wave correlations.

\section{What is left out, and a real junction}

\textbf{Q:} Moments are not frozen. Does a magnon's energy matter?

\textbf{A:} It does for the filter. In the antiparallel state an electron crossing one way absorbs a magnon of a given electrode, and on the way back it emits one. Let $x$ be the magnon energy over $k_BT$ and $n=1/(e^x-1)$. For flat electron densities, the number of allowed transitions with energy gain $x$ is proportional to $F(x)=x/(1-e^{-x})=x(n+1)$. A small bias changes the net current in proportion to $nF'(x)+(n+1)F'(-x)$. Since $F(-x)=F(x)-x$, we have $F'(-x)=1-F'(x)$. With $F'(x)=n+1+x\,dn/dx$, the sum is
\begin{equation}
nF'(x)+(n+1)\big[1-F'(x)\big]=n+1-F'(x)=-x\,\frac{dn}{dx}.
\end{equation}
Frozen moments give $2nF'(0)=n$. Weighting with the magnon density $\sqrt x$ and integrating by parts,
\begin{equation}
\int_0^\infty x^{3/2}\Big(-\frac{dn}{dx}\Big)dx=\frac32\int_0^\infty\sqrt x\,n\,dx .
\end{equation}
So the spin-flip conductance is 3/2 times the frozen value, if all thermal magnons couple with equal strength. The rigid estimate then rises from $0.0235$ to about $0.035$.

Other corrections, for independent tilts at 300 K, are these. Fermi smearing lowers the open-band TMR from 265 to 258\,\%. Long spin waves have an antinode at a free surface, which doubles the deviation $1-m$ there. Doubling it throughout the electrode, which overstates the effect, gives 206\,\% in the open case and doubles $r$ to $0.0055$ in the filter.

\textbf{Q:} My magnesia junctions show a TMR of roughly 200\,\%, and a resistance-area product near 10 ohm\,$\mu$m$^2$. How does the model compare?

\textbf{A:} Poorly in absolute terms. Its cold parallel resistance-area product is about 2300 ohm\,$\mu$m$^2$ for the open band and 2700 for the filter, far above yours. A more transparent barrier would also change the weights $|V_{\mathbf k}|^2$, and with them the TMR. The exception is the filter in the rigid limit, where $r=(1-m^2)/(1+m^2)$ does not depend on the barrier as long as tunnelling is weak.

The filter's TMR at 300 K is about 4200\,\% in the rigid limit and about 36\,000\,\% for independent tilts (about 37\,000\,\% without the numerical broadening), also far above yours. A TMR of 200\,\% means $r=1/3$, some ten times the rigid estimate even with the factor 3/2, and still several times it if the deviation $1-m$ is also doubled for the surface. If that estimate has the right size, most of your antiparallel current uses paths absent from the model. Candidates are other orbitals, interface defects and spin-orbit coupling; finite bias adds more. The open-band values lie closer to yours, but they come from a chosen band position and are no prediction for your stack.

\textbf{Q:} What could I look for in the data?

\textbf{A:} Look at $G_{AP}/G_P$ against temperature rather than at the TMR, whose inverse dependence on a small leakage exaggerates changes. In the filter model with independent tilts, $r$ is $0.0015$, $0.0027$ and $0.0042$ at 200, 300 and 400 K, while $1-m$ is $0.0126$, $0.0232$ and $0.0357$. The ratio $r/(1-m)$ stays close to $0.12$ for this band position (it is about $0.23$ with the minority bottom 0.2 eV above the Fermi level and $0.05$ with it 1 eV above); in the rigid limit it is close to 1. A thermal part of $r$ that follows $T^{3/2}$ would fit this mechanism, provided the other leakage paths vary little with temperature. It would not prove mixing, because in the open-band junction with independent tilts the axial route also scales with $1-m$ at leading order.

\section*{Computed results}
\begin{verbatim}
hopping 1.0 eV, exchange splitting 2.0 eV
spacing 0.25 nm, barrier 4 layers, height 3.0 eV
stiffness 3.0 meV nm^2, spin 1.0
numerical broadening 0.1 meV
kT at 300 K: 25.85 meV
m at 300 K: 0.9768, xi: 43.1
<n_perp^2> at 300 K: 0.0453
thermal magnon wavelength: 2.14 nm
weak-tunnelling formula, worst relative error: 1.1e-05
magnon energy-exchange factor: 1.500
[open] Fermi level minus minority bottom: 0.2 eV
 cold: G_AP/G_P 0.21953, TMR 355.5 %
 cold parallel resistance-area: 2.27e+03 ohm um^2
 100 K: m 0.9955, G_AP/G_P 0.23016, TMR 334.5 %
 200 K: m 0.9874, G_AP/G_P 0.24979, TMR 300.3 %
 300 K: m 0.9768, G_AP/G_P 0.27411, TMR 264.8 %
 400 K: m 0.9643, G_AP/G_P 0.30311, TMR 229.9 %
 300 K axial part only: G_AP/G_P 0.25109, TMR 298.3 %
 300 K mixing part only: G_AP/G_P 0.24340, TMR 310.8 %
 300 K rigid electrodes: G_AP/G_P 0.24173, TMR 313.7 %
 300 K doubled deviation: G_AP/G_P 0.32700, TMR 205.8 %
 300 K Fermi smearing added: G_AP/G_P 0.27941, TMR 257.9 %
 sampling k points, cold: G_AP/G_P 0.22059
 direct full: 0.25996 +- 0.00319, self-energy 0.26447
 direct axial: 0.24240 +- 0.00013, self-energy 0.24275
 direct, block correlation: 0.27687 +- 0.00288
 direct, slab correlation: 0.24086 +- 0.00611
[filter] Fermi level minus minority bottom: -0.5 eV
 cold: G_AP/G_P 0.00005, TMR 2055344.7 %
 cold parallel resistance-area: 2.66e+03 ohm um^2
 100 K: m 0.9955, G_AP/G_P 0.00056, TMR 179653.3 %
 200 K: m 0.9874, G_AP/G_P 0.00150, TMR 66726.5 %
 300 K: m 0.9768, G_AP/G_P 0.00274, TMR 36461.0 %
 400 K: m 0.9643, G_AP/G_P 0.00423, TMR 23533.4 %
 300 K axial part only: G_AP/G_P 0.00005, TMR 1977859.7 %
 300 K mixing part only: G_AP/G_P 0.00267, TMR 37348.3 %
 300 K rigid electrodes: G_AP/G_P 0.02350, TMR 4156.0 %
 300 K doubled deviation: G_AP/G_P 0.00553, TMR 17987.6 %
 300 K Fermi smearing added: G_AP/G_P 0.00277, TMR 35994.1 %
 sampling k points, cold: G_AP/G_P 0.00005
 direct full: 0.00230 +- 0.00002, self-energy 0.00236
 direct axial: 0.00005 +- 0.00000, self-energy 0.00005
 direct, block correlation: 0.00940 +- 0.00027
 direct, slab correlation: 0.02483 +- 0.00076
\end{verbatim}
